# Inner Potential from Two Zone Centres in Normal-Emission Photoemission: a numerical check

```python
"""
Result under test: two consecutive zone centres in normal emission, at kinetic
energies E1 < E2 and with final-state wave vectors G apart, fix the inner potential
    V0 = c*k1**2 - E1,   k1 = (dE/(c*G) - G)/2,   dE = E2 - E1,   c = hbar^2/(2m).
If the lower centre is number n (k1 = n*G), also V0 = n^2*dE/(2n+1) - E1.
Energies in eV from the sample vacuum level, lengths in angstrom (A).
V0 > 0 is the depth of the free-electron band bottom below the vacuum level.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, fsolve
from scipy.signal import find_peaks
from scipy.special import expit

c = const.hbar**2 / (2 * const.m_e * const.e) * 1e20      # eV A^2
hbar_c = const.hbar * const.c / const.e * 1e10            # eV A
E1, E2, G = 51.0, 127.2, 2.00
dE = E2 - E1


def separation(V0, e1=E1, e2=E2):
    return np.sqrt((e2 + V0) / c) - np.sqrt((e1 + V0) / c)


def root_V0(e1=E1, e2=E2, g=G):
    """Inner potential by numerical root finding, without the closed form."""
    return brentq(lambda v: separation(v, e1, e2) - g, -e1 + 1e-9, 500.0,
                  xtol=1e-12)


# Closed form against the numerical root, and uniqueness of the root
k1 = (dE / (c * G) - G) / 2
k2 = k1 + G
V0 = c * k1**2 - E1
assert abs(V0 - root_V0()) < 1e-8
assert np.all(np.diff(separation(np.linspace(-E1, 500, 2000))) < 0)
G_max = np.sqrt(dE / c)
assert abs(separation(-E1) - G_max) < 1e-10 and G < G_max


# Wave vector inside the solid from the wave equation with a smooth barrier
def inside_k(energy, barrier_width):
    def rhs(z, y):
        U = -V0 * expit(-z / barrier_width)
        return [y[1], -(energy - U) / c * y[0]]
    sol = solve_ivp(rhs, (10.0, -45.0), [1.0, 0.3], method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=0.1,
                    events=lambda z, y: y[0])
    nodes = sol.t_events[0]
    nodes = nodes[nodes < -18.0]
    return np.pi * (len(nodes) - 1) / abs(nodes[-1] - nodes[0])


k1_wave, k2_wave = inside_k(E1, 0.5), inside_k(E2, 0.5)
assert abs(k1_wave - k1) < 1e-5 and abs(k2_wave - k2) < 1e-5
assert abs(inside_k(E1, 0.9) - k1) < 1e-5                 # barrier shape is irrelevant

# Emission from a zone-centre state: explicit sum over layers with escape depth
layer = 2 * np.pi / G
escape = 5.0                                              # A, intensity decay length
depth = layer * np.arange(80)


def emission(energy):
    k = np.sqrt((energy + V0) / c)
    return abs(np.sum(np.exp(1j * k * depth - depth / (2 * escape))))**2


scan = np.arange(30.0, 150.0, 0.05)
signal = np.array([emission(e) for e in scan])
peaks = scan[find_peaks(signal)[0]]
assert len(peaks) == 2
assert np.allclose(peaks, [E1, E2], atol=0.11)            # limited by scan step


def energy_width(center):
    half = emission(center) / 2
    lo = brentq(lambda e: emission(e) - half, center - 12, center)
    hi = brentq(lambda e: emission(e) - half, center, center + 12)
    return hi - lo, np.sqrt((hi + V0) / c) - np.sqrt((lo + V0) / c)


width1, kwidth1 = energy_width(E1)
width2, kwidth2 = energy_width(E2)
assert abs(kwidth1 * escape - 1) < 0.02                   # discrete layers: about 1%
assert abs(width1 / (2 * c * k1 / escape) - 1) < 0.02
assert abs(width2 / (2 * c * k2 / escape) - 1) < 0.02

# Indexed analysis: linear system E_i = slope*n_i^2 - V0 with free slope
index_rows = []
for n in (1, 2, 3):
    slope, v = np.linalg.solve([[n**2, -1.0], [(n + 1)**2, -1.0]], [E1, E2])
    mass = c * G**2 / slope
    assert abs(v - (n**2 * dE / (2 * n + 1) - E1)) < 1e-9
    assert abs(mass - (2 * n + 1) * c * G**2 / dE) < 1e-9
    index_rows.append((n, mass, v))
n_low = round(k1 / G)
assert n_low == 2 and abs(k1 / G - n_low) < 1e-3
V0_index = index_rows[n_low - 1][2]
assert abs(V0_index - V0) < 0.01

# Sensitivities: derivatives of the numerical root against the formulas
h = 1e-4
s1 = (root_V0(e1=E1 + h) - root_V0(e1=E1 - h)) / (2 * h)
s2 = (root_V0(e2=E2 + h) - root_V0(e2=E2 - h)) / (2 * h)
sG = (root_V0(g=G + h) - root_V0(g=G - h)) / (2 * h)
assert abs(s1 + k2 / G) < 1e-4 and abs(s2 - k1 / G) < 1e-4
assert abs(sG + 2 * c * k1 * k2 / G) < 1e-2
assert abs(root_V0(E1 + 0.4, E2 + 0.4) - (V0 - 0.4)) < 1e-8


def indexed_V0(e1, e2, p1=0.0, p2=0.0):
    """Solve for V0 and G at known index; p1, p2: inward photon wave vectors."""
    def equations(x):
        v, g = x
        return [c * (n_low * g - p1)**2 - e1 - v,
                c * ((n_low + 1) * g - p2)**2 - e2 - v]
    x, _, flag, _ = fsolve(equations, [10.0, 2.0], full_output=True, xtol=1e-12)
    assert flag == 1 and max(np.abs(equations(x))) < 1e-7
    return x


i1 = (indexed_V0(E1 + 0.01, E2)[0] - indexed_V0(E1 - 0.01, E2)[0]) / 0.02
i2 = (indexed_V0(E1, E2 + 0.01)[0] - indexed_V0(E1, E2 - 0.01)[0]) / 0.02
assert abs(i2 - n_low**2 / (2 * n_low + 1)) < 1e-5 and abs(i1 + 1 + i2) < 1e-5
read_error = 0.5
err_sep = read_error * np.hypot(s1, s2)
err_index = read_error * np.hypot(i1, i2)
corners = [root_V0(E1 + a * 0.05, E2 + b * 0.05, G + d * 0.005)
           for a, b, d in itertools.product((-1, 1), repeat=3)]

# Photon momentum: light travels inward, so k_final = n*G - q*cos(angle)
work_function, binding, angle = 4.5, 1.0, 45.0            # rough or chosen values
hv1, hv2 = E1 + work_function + binding, E2 + work_function + binding
q1, q2 = hv1 / hbar_c, hv2 / hbar_c
p1, p2 = q1 * np.cos(np.radians(angle)), q2 * np.cos(np.radians(angle))
V0_photon_sep = root_V0(g=G - (p2 - p1))
V0_photon_index, G_photon_index = indexed_V0(E1, E2, p1, p2)

# Thermal contraction of the film between room temperature and the measurement
expansion, cooling = 2e-5, 280.0                          # 1/K (rough), K
G_cold = G / (1 - expansion * cooling)
V0_cold = root_V0(g=G_cold)

# Final-state gap at the lower centre: plane waves m*G coupled by a component 4G
V_gap = 0.3
m = np.arange(-8, 9)
H = np.diag(c * (m * G)**2) + V_gap * (abs(m[:, None] - m[None, :]) == 4)
levels = np.linalg.eigvalsh(H)
gap_low, gap_high = levels[3], levels[4]                  # states from m = -2, +2
assert abs(gap_high - gap_low - 2 * V_gap) < 2e-3
upper_centre = levels[5:7].mean()                         # states from m = -3, +3
V0_gap_low = root_V0(gap_low - V0, upper_centre - V0)
V0_gap_high = root_V0(gap_high - V0, upper_centre - V0)
assert abs((V0_gap_low - V0_gap_high) - 2 * V_gap * k2 / G) < 0.05

print(f"hbar^2/2m = {c:.4f} eV A^2")
print(f"E1, E2, difference = {E1:.1f}, {E2:.1f}, {dE:.1f} eV")
print(f"given separation G = {G:.2f} 1/A")
print(f"largest separation with a solution = {G_max:.3f} 1/A")
print(f"k1 + k2 = {k1 + k2:.4f} 1/A")
print(f"k1, k2 = {k1:.4f}, {k2:.4f} 1/A")
print(f"k1, k2 from wave equation = {k1_wave:.4f}, {k2_wave:.4f} 1/A")
print(f"E1 + V0, E2 + V0 = {E1 + V0:.2f}, {E2 + V0:.2f} eV")
print(f"inner potential V0 = {V0:.2f} eV = {V0 * const.e:.3e} J")
print(f"k1/G, k2/G = {k1 / G:.4f}, {k2 / G:.4f}")
print(f"layer spacing 2pi/G = {layer:.3f} A")
print(f"rocksalt (001) lattice constant 4pi/G = {2 * layer:.3f} A")
print(f"layer-sum peaks at {peaks[0]:.1f} and {peaks[1]:.1f} eV")
for n, mass, v in index_rows:
    print(f"index n={n}: mass ratio {mass:.3f}, V0 = {v:.2f} eV")
print(f"dV0/dE1, dV0/dE2 at fixed G = {s1:.2f}, {s2:.2f}")
print(f"dV0/dG = {sG:.1f} eV A")
print(f"dV0/dE1, dV0/dE2 at fixed index = {i1:.2f}, {i2:.2f}")
print(f"V0 range from rounding = {min(corners):.2f} to {max(corners):.2f} eV")
print(f"assumed reading error of each energy = {read_error:.1f} eV")
print(f"V0 error, fixed G = {err_sep:.2f} eV")
print(f"V0 error, fixed index = {err_index:.2f} eV")
print(f"work function, binding energy = {work_function:.1f}, {binding:.1f} eV")
print(f"photon energies = {hv1:.1f}, {hv2:.1f} eV")
print(f"photon wave vectors = {q1:.4f}, {q2:.4f} 1/A")
print(f"incidence angle from normal = {angle:.0f} deg")
print(f"inward photon components = {p1:.4f}, {p2:.4f} 1/A")
print(f"final-state separation with photon = {G - (p2 - p1):.4f} 1/A")
print(f"V0 with photon momentum, fixed G = {V0_photon_sep:.2f} eV")
print(f"V0 with photon momentum, fixed index = {V0_photon_index:.2f} eV")
print(f"G with photon momentum, fixed index = {G_photon_index:.4f} 1/A")
print(f"escape depth = {escape:.1f} A")
print(f"k widths (FWHM) = {kwidth1:.3f}, {kwidth2:.3f} 1/A")
print(f"final-energy widths (FWHM) = {width1:.2f}, {width2:.2f} eV")
print(f"expansion coefficient = {expansion:.1e} 1/K, cooling = {cooling:.0f} K")
print(f"G of cold film = {G_cold:.4f} 1/A")
print(f"V0 with cold-film G = {V0_cold:.2f} eV")
print(f"lattice Fourier component = {V_gap:.1f} eV")
print(f"final-state gap = {gap_high - gap_low:.3f} eV")
print(f"V0 inferred at lower gap edge = {V0_gap_low:.2f} eV")
print(f"V0 inferred at upper gap edge = {V0_gap_high:.2f} eV")
print("success")
```

Running it gives:

```
hbar^2/2m = 3.8100 eV A^2
E1, E2, difference = 51.0, 127.2, 76.2 eV
given separation G = 2.00 1/A
largest separation with a solution = 4.472 1/A
k1 + k2 = 10.0000 1/A
k1, k2 = 4.0000, 6.0000 1/A
k1, k2 from wave equation = 4.0000, 6.0000 1/A
E1 + V0, E2 + V0 = 60.96, 137.16 eV
inner potential V0 = 9.96 eV = 1.596e-18 J
k1/G, k2/G = 2.0000, 3.0000
layer spacing 2pi/G = 3.142 A
rocksalt (001) lattice constant 4pi/G = 6.283 A
layer-sum peaks at 51.0 and 127.2 eV
index n=1: mass ratio 0.600, V0 = -25.60 eV
index n=2: mass ratio 1.000, V0 = 9.96 eV
index n=3: mass ratio 1.400, V0 = 46.97 eV
dV0/dE1, dV0/dE2 at fixed G = -3.00, 2.00
dV0/dG = -91.4 eV A
dV0/dE1, dV0/dE2 at fixed index = -1.80, 0.80
V0 range from rounding = 9.26 to 10.67 eV
assumed reading error of each energy = 0.5 eV
V0 error, fixed G = 1.80 eV
V0 error, fixed index = 0.98 eV
work function, binding energy = 4.5, 1.0 eV
photon energies = 56.5, 132.7 eV
photon wave vectors = 0.0286, 0.0672 1/A
incidence angle from normal = 45 deg
inward photon components = 0.0202, 0.0476 1/A
final-state separation with photon = 1.9727 1/A
V0 with photon momentum, fixed G = 12.51 eV
V0 with photon momentum, fixed index = 10.59 eV
G with photon momentum, fixed index = 2.0204 1/A
escape depth = 5.0 A
k widths (FWHM) = 0.202, 0.202 1/A
final-energy widths (FWHM) = 6.15, 9.22 eV
expansion coefficient = 2.0e-05 1/K, cooling = 280 K
G of cold film = 2.0113 1/A
V0 with cold-film G = 8.94 eV
lattice Fourier component = 0.3 eV
final-state gap = 0.600 eV
V0 inferred at lower gap edge = 10.86 eV
V0 inferred at upper gap edge = 9.06 eV
success
```
